# Edge-State Probability in the First Cell of an Alternating Chain

## Problem

A chain of sites begins at a surface and continues without end into the material. Each site carries one orbital, and the orbitals are orthonormal. An electron can hop only between neighbouring sites, and two hopping strengths alternate along the chain. The first bond, from the terminal site to the next one, has strength $t_1$. The second bond has strength $t_2$, the third $t_1$ again, and so on. The terminal bond is the weaker one, with

$$r=\frac{t_1}{t_2}=\frac12 .$$

Group the sites in pairs, starting at the surface. Cell $n=1,2,3,\dots$ contains a site $A$ followed by a site $B$, so $t_1$ acts within a cell and $t_2$ joins neighbouring cells. The Hamiltonian matrix elements are $-t_1$ and $-t_2$, with $t_1,t_2>0$. The site energies are $\varepsilon_A$ and $\varepsilon_B$.

(a) Does the chain have a state bound to its end, and what fraction of its probability lies in the first cell?

(b) A row of quantum wells can imitate such a chain. How well does the answer hold there, and what disturbs it most?

## A first estimate by scaling

Let both site energies be zero for this estimate. If $t_1$ vanished, the terminal orbital $A_1$ would be isolated, with energy zero. The next two sites, $B_1$ and $A_2$, would form a pair joined by $t_2$, with states

$$|\pm\rangle=\frac{|B_1\rangle\pm|A_2\rangle}{\sqrt2},\qquad E_\pm=\mp t_2 .$$

Now switch on a small $t_1$. It couples $A_1$ to the $B_1$ part of each pair state, with matrix element $-t_1/\sqrt2$. First-order perturbation theory gives the admixtures as coupling divided by energy difference:

$$c_\pm=\frac{-t_1/\sqrt2}{0-E_\pm}=\frac{-t_1/\sqrt2}{\pm t_2}=\mp\frac{r}{\sqrt2}.$$

The resulting amplitudes on the two sites are

$$\text{on }B_1:\ \frac{c_++c_-}{\sqrt2}=0,\qquad
\text{on }A_2:\ \frac{c_+-c_-}{\sqrt2}=-r .$$

The electron therefore leaks past $B_1$ onto $A_2$, with an amplitude that scales as $t_1/t_2$. The bond $t_1$ inside cell 2, from $A_2$ to $B_2$, is also small, so at this order nothing goes further. The unnormalized probabilities are 1 in the first cell and $r^2$ in the second, which gives

$$P_1\approx\frac{1}{1+r^2}=\frac{1}{1+1/4}=0.80 .$$

This is a leading-order argument used at $r=1/2$, where $r$ is not very small. The full chain must decide the number.

## Exact solution

**Site equations.** Let $a_n$ and $b_n$ be the amplitudes on the two sites of cell $n$, and let the site energies again be arbitrary. Projecting the Schrödinger equation on each site gives

$$(E-\varepsilon_A)a_n=-t_1b_n-t_2b_{n-1},$$

$$(E-\varepsilon_B)b_n=-t_1a_n-t_2a_{n+1}.$$

The terminal site has no neighbour on its outer side. The first equation then also holds for $n=1$ if we set $b_0=0$.

**Why the bound state avoids the $B$ sites.** Solve the two equations in turn for the next amplitudes:

$$b_n=-\frac{(E-\varepsilon_A)a_n+t_2b_{n-1}}{t_1},\qquad
a_{n+1}=-\frac{(E-\varepsilon_B)b_n+t_1a_n}{t_2}.$$

Together they carry the pair $(b_{n-1},a_n)$ to the pair $(b_n,a_{n+1})$, by the same real $2\times2$ matrix in every cell. The first step replaces $b_{n-1}$ by $b_n$ while keeping $a_n$, and has determinant $-t_2/t_1$. The second replaces $a_n$ by $a_{n+1}$ while keeping $b_n$, and has determinant $-t_1/t_2$. Their product is 1, so the two eigenvalues of the matrix are $\lambda$ and $1/\lambda$.

There are two possibilities. If both eigenvalues have modulus one, no nonzero solution dies away: its size stays bounded away from zero or, when the eigenvalues coincide, may grow linearly. If they do not have modulus one, just one of them, say $\lambda$, has $|\lambda|<1$. A decaying solution must then be a multiple of the corresponding eigenvector, and both of its components are multiplied by $\lambda$ from cell to cell. In particular,

$$b_n=\lambda^n b_0 .$$

The surface condition $b_0=0$ makes every $b_n$ zero. The first site equation reduces to $(E-\varepsilon_A)a_n=0$. Since the $a_n$ cannot all vanish, $E=\varepsilon_A$.

**The profile.** With $b_n=0$, the second site equation becomes

$$0=-t_1a_n-t_2a_{n+1}\quad\Longrightarrow\quad a_{n+1}=-r\,a_n .$$

The contributions arriving at each $B$ site from its two neighbours cancel. The neighbour across the strong bond needs a smaller amplitude to do this, and that is why the state shrinks inward. Repeating the step gives $a_n=(-r)^{n-1}a_1$.

**Normalization.** The total probability is a geometric series:

$$1=\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\left(1+r^2+r^4+\cdots\right)=\frac{|a_1|^2}{1-r^2}.$$

The series converges only for $r<1$. In that case there is one bound state at the end, and for $r\ge1$ there is none. The first cell holds $|a_1|^2+|b_1|^2=|a_1|^2$, so

$$\boxed{P_1=1-r^2=1-\frac14=\frac34 .}$$

All of this probability is on the terminal site itself. Cell $n$ holds $P_n=(1-r^2)r^{2(n-1)}$, so the second and third cells contain $3/16$ and $3/64$. The site energies do not enter these fractions. A difference between $\varepsilon_A$ and $\varepsilon_B$ leaves the profile unchanged, provided that the terminal $A$ site has the same energy as the other $A$ sites.

**Position in the spectrum.** Extended states are combinations of two waves of equal energy, with opposite values of a real $\theta$. Each wave has the form $a_n=a\,e^{in\theta}$ and $b_n=b\,e^{in\theta}$. For equal site energies $\varepsilon$, the site equations become

$$(E-\varepsilon)a=-(t_1+t_2e^{-i\theta})b,\qquad (E-\varepsilon)b=-(t_1+t_2e^{i\theta})a .$$

Substituting one into the other gives

$$(E-\varepsilon)^2=t_1^2+t_2^2+2t_1t_2\cos\theta .$$

The right side runs from $(t_2-t_1)^2$ to $(t_2+t_1)^2$. The two bands are thus separated by a gap $2(t_2-t_1)$, and the edge level lies at its centre.

## Comparison of the estimate and the solution

The estimate gave 0.80 and the solution gives 0.75, so the estimate is too high by about 7% of the exact value. The reason can be read from the normalization: the estimate kept $1+r^2$ and dropped $r^4+r^6+\cdots$, the probability in the third cell and beyond. The difference is

$$\frac{1}{1+r^2}-(1-r^2)=\frac{1-(1-r^4)}{1+r^2}=\frac{r^4}{1+r^2}=\frac{1/16}{5/4}=0.05 .$$

For small $r$ the two results agree through order $r^2$. As $r\to1$ they part completely: the estimate tends to $1/2$, while the exact fraction tends to zero because the state spreads without limit into the chain.

## Chains of finite length

Suppose that the chain ends on an $A$ site, with $N$ sites of type $A$ and $N-1$ of type $B$. The same alternating profile satisfies every site equation, but the normalization sum stops at $N$ terms:

$$P_1=\frac{1-r^2}{1-r^{2N}} .$$

For seven sites, $N=4$ and $P_1=0.75/(1-1/256)=0.7529$. The correction is already small.

A chain with an even number of sites has a weak bond at both ends, and hence two end states if it is long enough. At $r=1/2$ four sites already give two levels in the gap, whereas at $r=0.8$ eight sites are just too few: the two levels nearest zero lie exactly on the gap edges, and they move inside for $r=0.79$ or for ten sites. If all site energies are equal, the chain is mirror symmetric and its eigenstates are even or odd combinations of the two. Each combination has half its probability near each end, so about $\frac12\times\frac34=\frac38$ is in the first cell. Diagonalizing a 20-site chain gives 0.3750 for each. The fraction $3/4$ therefore describes a state at one end, not each eigenstate of a symmetric finite chain.

## A row of CdTe quantum wells

Consider CdTe wells separated by (Cd,Mg)Te barriers. Each well is a site, and a thicker barrier means weaker hopping. Motion along the layers is free and, for a uniform mass, separates from the motion across them. All levels and gaps below refer to the motion across the layers. The inputs are rough: an electron mass of 0.10 free-electron masses, a barrier height of 0.20 eV, wells 6.0 nm wide and thin barriers of 3.0 nm.

Two equal wells with hopping $t$ have levels $\varepsilon-t$ and $\varepsilon+t$, so $t$ is half their splitting. Solving the effective-mass equation for such a pair gives $t_2=3.75$ meV across the thin barrier. A thick barrier of 4.10 nm gives $t_1=1.88$ meV, which is half as much. The thick barrier must come first, after the terminal well. One cell is $2\times6.0+4.10+3.0=19.10$ nm long, and the gap of the infinite chain is $2(t_2-t_1)=t_2=3.75$ meV, because $t_1=t_2/2$.

To test the hopping model, the effective-mass equation was solved for the complete potential of 21 wells. This includes overlap between orbitals, hopping beyond neighbours and the different surroundings of the end well. The edge state has probability 0.7518 up to the middle of the first thin barrier, against 0.75 from the chain. The levels on either side of it are 4.03 meV apart, against 4.05 meV for a 21-site hopping chain. For these two quantities the error of the hopping approximation is small. The probability depends slightly on where the cell is cut, running from 0.751 to 0.758 across the thin barrier. Other energies deviate by 6 to 9%. In a semi-infinite stack the edge level lies 2.03 meV above the lower band and 1.71 meV below the upper band, against 1.88 meV on both sides in the chain. The outer band edges lie 5.28 meV below it and 6.04 meV above it, against 5.63 meV.

Real samples depart from the model in larger ways. Layers a few nanometres thick are within the reach of epitaxy, but thickness changes in steps of one monolayer, roughly 0.32 nm here. The thicknesses above are not whole numbers of monolayers. With wells of 18 or 19 monolayers of 0.324 nm and a thin barrier of 9, a thick barrier of 12 gives $r\approx0.54$ and $P_1\approx0.71$, and one of 13 gives $r\approx0.44$ and $P_1\approx0.80$ to $0.81$. At this barrier height these whole-monolayer stacks miss $r=1/2$.

- **Thick barriers.** If all of them gain one monolayer, $r$ falls to 0.408 and the chain formula gives $P_1=0.833$. If all lose one, $r=0.612$ and $P_1=0.625$.
- **End well.** One extra monolayer lowers the level of an isolated well by about 3.2 meV. First-order perturbation theory would move the edge level by $0.75\times3.2=2.4$ meV, more than the 1.9 meV from mid-gap to the band. The disturbance is not weak. In the 21-well calculation, none of the 21 lowest eigenstates, one for each well, then has more than about 0.35 of its probability in the first cell, and for 41 or 81 wells the figure is 0.34. The edge level survives, but only just inside the gap. An end well one monolayer narrower pushes the level to the upper band edge, and the largest fraction is 0.20 for 21 wells, 0.13 for 41 and 0.10 for 81. The change is not monotonic in the width error. An end well two monolayers wider or narrower binds a different state outside the bands, with about 0.95 of its probability in the first cell.
- **Electric field.** A field of 1 kV/cm changes the electron energy by 1.91 meV per cell. With the energy rising inward, the largest first-cell probability is 0.604. At 0.1 kV/cm it is 0.751. With the field reversed the two values are 0.56 and 0.745. These numbers are for 21 wells. For 81 wells the last one changes quickly with the field, from about 0.74 at 0.095 kV/cm to about 0.7 at 0.100 and 0.5 at 0.105. The dependence on field is not monotonic. With the energy falling inward the value has narrow dips, for example to about 0.39 at 0.40 kV/cm, against 0.55 at 0.38 and 0.57 at 0.42. With the energy rising inward it dips to about 0.42 near 0.46 kV/cm, passes 0.75 again near 1.8 kV/cm and reaches 0.98 at 5 kV/cm. At those larger fields the energy step per cell is 3.5 meV or more, comparable to the gap or larger, and the field-free solution does not apply.

Of the disturbances solved here, the one-monolayer end-well error moves the result furthest, although the dips at a few tenths of a kV/cm, 0.36 to 0.39, come close to the value for the wider end well. For the edge state to keep its fraction $3/4$, the end well must match the others to well under a monolayer, the barrier ratio must be right and the stack must be nearly field-free. In a semi-infinite stack, a width error of a quarter monolayer gives 0.75 (wider) or 0.72 (narrower), and half a monolayer gives 0.70 or 0.63. These conditions are not sufficient. One-monolayer errors in all thin barriers give 0.63 or 0.84, and random one-monolayer errors in the inner wells spread the largest first-cell probability from roughly 0.4 to 0.9.

Temperature matters for which states are occupied. The thermal energy is 0.34 meV at 4 K, well below the 1.9 meV half-gap. A single electron in equilibrium then sits near the bottom of the lower band, about 5 meV below the edge level, and occupies the edge level with a probability of only about $10^{-7}$ for 21 wells, and less in a longer stack. At 300 K the thermal energy is 25.9 meV, and the edge level and the levels of both bands would be occupied with comparable probability. The calculation also describes one electron without a hole. With a relative permittivity of roughly 10, an electron and a hole 9.0 nm apart, the shorter well spacing, attract as point charges with energy

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_r d}\approx16\ \text{meV},$$

several times either hopping. Motion along the layers spreads the pair and reduces the binding to about 7 to 8 meV for in-plane hole masses of 0.2 to 0.5, still about twice $t_2$. A pair in the same well is bound more strongly, with a total binding energy of roughly 18 to 21 meV for these inputs and a hole confined by a barrier of 0.06 to 0.10 eV. An optically created pair would therefore need a calculation that includes this attraction. The continuum solution itself assumes one uniform, parabolic mass and smooth interfaces, so its agreement with the chain tests the hopping approximation and does not predict a measured value. For the same layers, a barrier mass of 0.115 instead of 0.10 lowers $t_2$ to about 3.2 meV and $r$ to 0.47 at zero in-plane momentum, and barrier heights of 0.18 and 0.22 eV give $r=0.52$ and $0.48$.

## Computed results

```
IDEAL CHAIN, hopping ratio 1/2
probability in cell 1: 0.750000
probability in cell 2: 0.187500
probability in cell 3: 0.046875
probability in cell 4: 0.011719
first cell, bonds interchanged: 5.6e-37
first cell, 7-site chain: 0.752941
first cell, 20-site chain, each state: 0.3750
QUANTUM WELLS, rough CdTe inputs
electron mass / free mass: 0.10
barrier height: 0.20 eV
well width: 6.0 nm
thin barrier: 3.0 nm
thick barrier found: 4.10 nm
length of one cell: 19.10 nm
single-well level: 47.64 meV
terminal hopping t1: 1.877 meV
next hopping t2: 3.753 meV
hopping ratio: 0.5000
infinite-chain gap 2(t2-t1): 3.75 meV
number of wells in continuum test: 21
21-well gap, hopping model: 4.05 meV
21-well gap, continuum: 4.03 meV
first-cell probability, continuum: 0.7518
SIZE OF NEGLECTED EFFECTS
monolayer thickness, rough: 0.32 nm
ratio, thick barrier +1 monolayer: 0.408
first cell for that ratio: 0.833
ratio, thick barrier -1 monolayer: 0.612
first cell for that ratio: 0.625
level shift, well +1 monolayer: -3.16 meV
first cell, end well +1 monolayer: 0.355
energy step per cell at 1 kV/cm: 1.91 meV
first cell at 0.1 kV/cm: 0.751
first cell at 1 kV/cm: 0.604
thermal energy at 4 K: 0.34 meV
thermal energy at 300 K: 25.9 meV
relative permittivity, rough: 10
electron-hole distance: 9.0 nm
electron-hole Coulomb energy: 16.0 meV
```
